# Why semilocal functionals spread a hole over identical distant sites

**Question.** One electron is removed from a set of $N$ identical sites that are too far apart to interact. The hole can sit on one site or be shared equally by all. The true energy is the same in both cases. Why does a semilocal density functional prefer the shared hole, by how much, and what does this do to a hole that the lattice would otherwise trap in an oxide?

**Answer.** The cause is a charge that repels itself. In a semilocal functional the electrostatic energy contains the repulsion of an orbital's density with itself, and the approximate exchange energy does not cancel it at every occupation. What is left depends on how the hole is divided, although the true energy does not.

## What the true energy does

Let $q_i$ be the hole occupation of site $i$, with $0\le q_i\le1$ and $\sum_i q_i=1$. Let $E(q)$ be the energy of one site, so that $E(0)$ belongs to the neutral site and $E(1)$ to the site with a whole hole. The lattice is held fixed for now.

Write $|i\rangle$ for the state with the hole on site $i$. Each such state has energy $E(1)+(N-1)E(0)$. A shared hole is the superposition $\sum_i a_i|i\rangle$ with $\sum_i|a_i|^2=1$. Matrix elements of the Hamiltonian between different $|i\rangle$ vanish at large separation, because an electron would have to move between distant sites. The energy is then

$$\sum_i|a_i|^2\,[E(1)+(N-1)E(0)]=E(1)+(N-1)E(0),$$

whatever the $a_i$. For equal sharing, the average occupation of each site is $1/N$. If the energy is written as a sum of site energies, it must obey

$$N E(1/N)=E(1)+(N-1)E(0).$$

Dividing by $N$ gives $E(1/N)=E(0)+\frac1N[E(1)-E(0)]$, a point on the straight line from $E(0)$ to $E(1)$. With $M$ holes on $N$ sites the same argument gives the line at $q=M/N$. The correct site energy is therefore linear between whole occupations.

There is also no repulsion between the fractions of the hole on different sites. In each state $|i\rangle$ one site is charged and the others are neutral.

## Where the convex curvature comes from

Take a site with one orbital of fixed shape, normalized density $\rho(\mathbf r)$ and electron occupation $n=1-q$. In atomic units its Hartree energy is $n^2J/2$, where

$$J=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

This is the self-repulsion. Exact exchange for a single orbital is $-n^2J/2$ and removes it. Local spin-density exchange instead depends on the $4/3$ power of the density. For electrons of one spin it is $-An^{4/3}$, with

$$A=\frac34\left(\frac6\pi\right)^{1/3}\int\rho^{4/3}\,d\mathbf r.$$

Let $h$ be the kinetic energy plus nuclear attraction of the orbital. Leaving out correlation, the site energy is

$$nh+\frac{J}{2}n^2-An^{4/3}.$$

Differentiating twice removes the linear term and brings down $\frac43\cdot\frac13=\frac49$ from the last one. Since $q=1-n$, a second derivative with respect to $q$ equals one with respect to $n$:

$$E''=J-\frac49A\,n^{-2/3}.$$

For the hydrogen 1s orbital, $J=0.625$ hartree and $A=0.268$ hartree. At $n=0.6$ the two terms give $0.625-0.167\approx0.46$ hartree, so the energy curve is convex there.

The curvature is not positive everywhere. It vanishes when $n^{2/3}=4A/(9J)$, which is $n=0.083$, and is negative below that, where the $4/3$ power outweighs the square. Convexity is thus a property of the functional and the site over a range of occupation, and has to be checked.

## The energy gained by sharing

Suppose that the curve can be represented by a constant curvature $c>0$:

$$E(q)=E(0)+aq+\frac c2q^2.$$

The total energy of the separated sites is

$$\sum_iE(q_i)=NE(0)+a\sum_iq_i+\frac c2\sum_iq_i^2
=NE(0)+a+\frac c2\sum_iq_i^2.$$

The linear term gives $a$ for every distribution and cannot favour any of them. To find the smallest sum of squares, write $q_i=1/N+d_i$. Both $q_i$ and $1/N$ sum to one, so $\sum_id_i=0$ and

$$\sum_iq_i^2=\frac1N+\frac2N\sum_id_i+\sum_id_i^2=\frac1N+\sum_id_i^2.$$

The minimum is at $d_i=0$, which is equal sharing, and no other distribution reaches it. A hole on one site has $\sum_iq_i^2=1$. The energy of the one-site hole minus that of the equally shared hole is

$$D_N=\frac c2\left(1-\frac1N\right).$$

The true value is zero, so all of $D_N$ is error. Two sites give $c/4$, and many sites approach $c/2$. For one site $D_1=0$, as it must be. A partial spread lies below the one-site hole by $\frac c2(1-\sum_iq_i^2)$.

With $c=3$ eV and $N=8$ the formula gives $1.5\times7/8=1.3125$ eV. A numerical minimization over all eight occupations, started from an uneven distribution, finds the same lowering.

## When the curve is not a parabola

For a smooth curve of any shape, define the lowering by $D_N=E(1)+(N-1)E(0)-NE(1/N)$. In terms of slopes,

$$D_N=\int_0^1E'(q)\,dq-N\int_0^{1/N}E'(q)\,dq.$$

Insert $E'(q)=E'(0)+\int_0^qE''(s)\,ds$ and exchange the order of integration. The first integral becomes $E'(0)+\int_0^1(1-s)E''(s)\,ds$. The second, with its factor $N$, becomes $E'(0)+\int_0^{1/N}(1-Ns)E''(s)\,ds$. The initial slopes cancel, leaving

$$D_N=\int_0^1K_N(s)E''(s)\,ds,$$

$$K_N(s)=\begin{cases}(N-1)s,&s<1/N,\\1-s,&s>1/N.\end{cases}$$

The weight $K_N$ is nowhere negative, so a convex curve gives a positive $D_N$. Its area is

$$\frac{N-1}{2N^2}+\frac12\left(1-\frac1N\right)^2
=\frac{N-1}{2N^2}\,[1+(N-1)]=\frac12\left(1-\frac1N\right).$$

The quadratic formula therefore survives if $c$ is read as a weighted mean curvature, $c_N=2D_N/(1-1/N)$. For the fixed hydrogen 1s orbital, the concave part of the curve lies at $q>0.917$, where the weight is small, and does not change the sign of $D_N$.

For the fixed 1s orbital and two sites, the term in $h$ cancels and

$$D_2=\frac J4-A\left(1-2^{-1/3}\right)=0.156-0.055=0.101\ \text{hartree},$$

or 2.75 eV.

## Many sites: ionization energy and eigenvalue

For large $N$, expand $NE(1/N)=NE(0)+E'(0)+E''(0)/(2N)+\dots$. Then

$$D_N=E(1)-E(0)-E'(0)-\frac{E''(0)}{2N}+\dots$$

The difference $E(1)-E(0)$ is the ionization energy $I$ obtained from two total energies. The slope follows from the orbitals being optimized: their change does not affect the energy to first order, so the derivative with respect to electron number is the orbital eigenvalue $\varepsilon$. Adding hole means removing electron, hence $E'(0)=-\varepsilon$ and

$$D_\infty=I+\varepsilon.$$

For a parabola this is $c/2$. For the correct linear energy it is zero, because then $\varepsilon=-I$. The mismatch between these two estimates of the ionization energy measures how strongly the functional favours a hole spread over many copies of the site.

## Hydrogen sites computed directly

Hydrogen atoms with electrons of equal spin provide a real test. The orbitals now adjust to the occupation, and correlation is included. The Gaussian basis has s functions alone, so polarization of the atoms is left out.

With the local spin-density approximation (LSDA), fractional atoms give $D_2=2.72$ eV and $D_4=4.24$ eV. The mean curvatures are

$$c_2=\frac{2\times2.72}{1/2}=10.9\ \text{eV},\qquad
c_4=\frac{2\times4.24}{3/4}=11.3\ \text{eV}.$$

PBE, which adds density gradients, gives 11.6 and 11.9 eV. The gradient correction does not remove the error here.

The rise of $c_N$ with $N$ comes from the weight $K_N$. As $N$ grows, its peak at $q=1/N$ moves towards the neutral atom, and its share at large $q$, where the curvature is smallest, shrinks. For the fixed orbital the curvature $J-\frac49An^{-2/3}$ grows steadily with $n$, and $c_N$ rises from 11.0 to 12.1 eV. With self-consistent LSDA orbitals the curvature is about 9.8 eV near $n=0.3$, peaks at 12.2 eV near $n=0.65$ and falls to 11.5 eV at $n=1$, so the rise is smaller.

The many-site limit in LSDA is $D_\infty=13.024-7.316\approx5.71$ eV, equivalent to $c=11.4$ eV. A larger s basis moves the two terms to 13.025 and 7.319 eV and leaves the difference at 5.71 eV. A constant $c$ fitted at two sites would thus miss the many-site lowering by about 5 percent of its value. At $N=100$ the computed lowering is 5.65 eV, already close to the limit.

The sum over fractional atoms can be compared with calculations on the whole system. Two protons 10 Å apart share one electron, and four protons on a square of side 10 Å share three. Symmetry is imposed so that the hole is equally divided. The LSDA energy then includes a repulsion between the site charges, with $e^2/(4\pi\epsilon_0)=14.4$ eV Å. For two sites it is

$$\frac{(1/2)^2\times14.4}{10}=0.36\ \text{eV},$$

and for four sites 0.49 eV. It vanishes at infinite separation and is removed for the comparison. The lowerings are then 2.72 and 4.24 eV, in agreement with the fractional atoms.

Hartree–Fock theory for the same four-site system gives a lowering of 0.0000 eV with no repulsion removed. With p functions in the basis, polarization of the atoms lowers the shared and the one-site hole by 0.001 eV or less. Its exchange energy cancels both the self-repulsion on each site and the repulsion between fractions of the same hole. This result concerns neutral sites with one electron each, all of the same spin. On sites with more electrons, the others respond to the hole.

A simple model shows what that response does. Leave out correlation, whose curvature does not scale with the exchange mixing. Let the fixed-shape semilocal curvature be $\kappa$, and let the other electrons respond linearly, which adds $-rq^2/2$ to the energy. If a fraction $\alpha$ of exact exchange replaces semilocal exchange, the self-repulsion error is scaled by $1-\alpha$, and

$$c(\alpha)=(1-\alpha)\kappa-r.$$

With $r$ held fixed, the curvature vanishes at $\alpha=1-r/\kappa$. Full exact exchange leaves $c=-r$, which favours localization too strongly. A hybrid functional can therefore remove the bias within this model, but the required fraction depends on the site and its surroundings.

## What happens to a polaron

In an oxide, the atoms around a hole can move and trap it. Let a local distortion $x$ cost $Kx^2/2$ and couple to the hole through $-gqx$. Setting the derivative $Kx-gq$ to zero gives $x=gq/K$, and the lattice energy becomes

$$\frac{g^2q^2}{2K}-\frac{g^2q^2}{K}=-\lambda q^2,\qquad\lambda=\frac{g^2}{2K}.$$

This is a negative curvature of size $2\lambda$. The semilocal curvature $c$ becomes $c-2\lambda$, and the energy of the one-site hole relative to the equally shared one is

$$\left(\frac c2-\lambda\right)\left(1-\frac1N\right).$$

The linear reference, $c=0$, gives $-\lambda(1-1/N)$: without hopping between the sites, the hole is trapped for any $\lambda>0$. The semilocal functional traps it on isolated sites if $\lambda>c/2$, and even then the binding is too small by $D_N$. For $\lambda<c/2$ it predicts a spread hole where the reference has a polaron.

## Numbers for an amorphous oxide

Consider an oxygen 2p hole in a model with rough parameters meant for amorphous gallium oxide. Take $c=3$ eV, well below the free-hydrogen value to allow for screening by the surrounding electrons. Let $K=40$ eV/Å$^2$ and $g=8$ eV/Å. The displacement of a whole hole is $8/40=0.20$ Å, and $\lambda=64/80=0.80$ eV. The threshold $c/2$ is 1.5 eV, so the semilocal functional should miss this polaron. For 216 isolated sites it charges $0.7\times215/216=0.70$ eV for localization, whereas the linear reference gains 0.80 eV.

Real sites are not isolated. Place the 216 sites on a $6\times6\times6$ cubic cluster with free surfaces and a spacing of 0.30 nm. Include a nearest-neighbour hopping $t=0.05$ eV, random site energies with a spread of 0.10 eV, and, in the semilocal case, intersite repulsion screened by an electronic permittivity of 4. The site energies are shifted to zero mean.

The one-site trial state sits on the lowest site, 0.24 eV below the mean. Its semilocal energy is $-0.24+0.70=0.46$ eV. In the even trial state a site has on average five neighbours, because of the surfaces, so hopping gives $-5t=-0.25$ eV. Repulsion adds 0.18 eV and the remaining curvature $0.7/216=0.003$ eV, for a total of $-0.06$ eV.

Minimization from a localized and from an even start finds a lowest semilocal energy of $-0.10$ eV. The hole then covers about 84 sites, counted as $1/\sum_iq_i^2$. This count belongs to one sample of the random site energies and can change considerably with another. The lowest semilocal energy found lies 0.56 eV below the one-site trial, compared with 0.70 eV for isolated sites. Sixteen other samples give 0.45 to 0.59 eV for this difference and 25 to 88 sites. In the linear reference the lowest energy found is $-1.05$ eV with the hole on 1.01 sites, 0.79 eV below the even trial. The same lattice thus holds a small polaron in one description and a widely spread hole in the other.

Two neglected effects can be set against the 0.56 eV. At 300 K, a localized hole free to choose among 216 sites gains at most $k_BT\ln216=0.14$ eV in free energy. Subtracting this still leaves the spread state lower by 0.42 eV, if its own thermal excitations are ignored. A field of 1 MV/cm changes the energy by 0.03 eV per spacing, or 0.15 eV across the five spacings of the cluster. The response of the hole to that field was not calculated.

Set beside real gallium oxide, both $c$ and the hopping are uncertain. With the same $\lambda$, a curvature below $2\lambda=1.6$ eV would let the semilocal functional trap the hole on isolated sites. The hopping used here gives an infinite cubic lattice a bandwidth of $12t=0.6$ eV, narrow compared with an oxygen 2p valence band several eV wide, though the states near the top of such a band can disperse much less. Real films break the assumption of isolated, equivalent sites; in this cluster that moves the semilocal preference from 0.70 to 0.56 eV. Stronger hopping would also threaten the true polaron. With the other parameters fixed, the one-site and even trials of the linear reference meet when $5t\approx1.04$ eV, or $t\approx0.21$ eV. The model also omits long-range lattice polarization and the periodic boundary conditions of a usual solid-state calculation. Its numbers show the size of the bias for these parameters and do not predict the trapping energy of a particular film. The numerical output lists the remaining values.

## Computed results

```
Quadratic model: c = 3.00 eV
  formula lowering, N = 2: 0.7500 eV
  formula lowering, N = 8: 1.3125 eV
  formula lowering, N = 216: 1.4931 eV
  lowering found by minimization, N = 8: 1.3125 eV
Fixed 1s orbital: J = 0.6250 Ha, A = 0.2680 Ha
  curvature at n = 0.6, formula: 0.4575 Ha
  curvature at n = 0.6, differences: 0.4575 Ha
  curvature changes sign at n = 0.0832
  fixed-shape lowering, N = 2: 2.747 eV
  fixed-shape lowering, N = 4: 4.377 eV
Self-consistent hydrogen sites
  LSDA, N = 2: lowering 2.722 eV, effective c 10.887 eV
  LSDA, N = 4: lowering 4.237 eV, effective c 11.299 eV
  PBE, N = 2: lowering 2.897 eV, effective c 11.587 eV
  PBE, N = 4: lowering 4.481 eV, effective c 11.949 eV
Distant protons, side 10.0 angstrom
  LSDA direct lowering, N = 2: 2.722 eV
  fractional-charge repulsion removed: 0.360 eV
  LSDA direct lowering, N = 4: 4.237 eV
  fractional-charge repulsion removed: 0.487 eV
  Hartree-Fock direct lowering, N = 4: 0.0000 eV
LSDA ionization energy by difference: 13.024 eV
LSDA highest occupied eigenvalue: -7.316 eV
Many-site lowering from their sum: 5.709 eV
Lowering for N = 100: 5.651 eV
Lattice: K = 40.0 eV/angstrom^2, g = 8.0 eV/angstrom
  displacement 0.20 angstrom, lambda 0.800 eV
  isolated-site threshold c/2 = 1.500 eV
  semilocal cost to localize: 0.697 eV
  linear-reference gain to localize: 0.796 eV
Oxide model: 216 sites, spacing 0.30 nm, permittivity 4.0
  hopping 0.050 eV, disorder 0.100 eV, temperature 300 K
  hopping gain at band edge: 0.270 eV
  lowest site below mean: 0.239 eV
  nearest-site repulsion of whole charges: 1.200 eV
  repulsion of evenly spread hole: 0.183 eV
  positional entropy term kT ln N: 0.139 eV
  energy step per spacing at 1.0 MV/cm: 0.030 eV
  semilocal: lowest found -0.102 eV, on 84.11 sites
    one-site trial 0.461 eV, even trial -0.064 eV
  linear: lowest found -1.046 eV, on 1.01 sites
    one-site trial -1.039 eV, even trial -0.254 eV
```
